# Partial-wave convergence of helium's second-order 1/Z energy, derived two ways

An orbital basis for two electrons has to stop at some angular momentum \(L\). In the second-order \(1/Z\) energy of helium, a basis that is radially complete but stops at \(L=4\) is still 12.2 meV above the limit, and the error first drops below 1 meV at \(L=11\). Extrapolation is one remedy, but it needs both the power and the variable of the tail. Assuming an error proportional to \(L^{-3}\) and extrapolating from \(L=3\) and \(4\) leaves 4.1 meV, while the correct variable \(L+1\) leaves 0.6 meV. Schwartz's law for the increments accounts for both to within 0.1 meV: its two terms, summed exactly, give 4.16 and 0.66 meV. With \(\lambda=l+\tfrac12\), in hartree,
\[ E_l=-\frac{45}{256}\lambda^{-4}+\frac{225}{1024}\lambda^{-6}+O(\lambda^{-8}). \]

## Definitions

Atomic units are used in the algebra. The nucleus is fixed, the Hamiltonian is nonrelativistic, and the state is the singlet ground state. Measuring lengths in \(a_0/Z\) gives \(H=Z^2(H_0+Z^{-1}/r_{12})\) with \(H_0=\sum_i(-\tfrac12\nabla_i^2-1/r_i)\), \(\Psi_0=e^{-r_1-r_2}/\pi\) and \(E^{(0)}=-1\). Then \(E=-Z^2+\tfrac58Z+E^{(2)}+O(1/Z)\), where \(E^{(2)}\) does not depend on \(Z\). With \(A=H_0-E^{(0)}\),
\[ A\Psi_1=-\Big(\frac1{r_{12}}-\frac58\Big)\Psi_0,\qquad E^{(2)}=\Big\langle\Psi_0\Big|\frac1{r_{12}}-\frac58\Big|\Psi_1\Big\rangle . \]

All functions here depend on \(r_1\), \(r_2\) and the angle \(\theta\) between the two position vectors. \(P_l(\cos\theta)\) is a spherical harmonic of degree \(l\) in either direction, so the angular part of \(\nabla_i^2\) multiplies it by \(-l(l+1)/r_i^2\), and \(A\) does not mix different \(l\). Write \(r=r_>\), \(t=r_</r_>=e^{-s}\), and \(1/r_{12}=\sum_lv_lP_l\) with \(v_l=t^l/r\). The constant \(\tfrac58\) belongs to \(l=0\). For \(l\ge1\) the component \(\psi_l=F_lP_l\Psi_0\) of \(\Psi_1\) obeys \(A\psi_l=-v_lP_l\Psi_0\), and \(E_l=\langle v_lP_l\Psi_0|\psi_l\rangle\). The total is \(E^{(2)}=\sum_lE_l\), and \(E^{(2)}(L)=\sum_{l\le L}E_l\) is what a radially complete basis with orbital angular momenta up to \(L\) delivers.

The angular integral is \(\int d\Omega_1d\Omega_2P_l^2=4\pi\cdot2\pi\cdot\frac{2}{2l+1}=\frac{16\pi^2}{2\lambda}\). For radial factors \(f,g\) symmetric in the electrons, the region \(r_1<r_2\) counts twice and \(r_<^2r_>^2\,dr_<=r^5t^2dt\), so
\[ \langle fP_l\Psi_0|gP_l\Psi_0\rangle=\frac{16}{\lambda}\int_0^1\!t^2dt\int_0^\infty\! r^5e^{-2r(1+t)}fg\,dr\equiv(f,g)_l . \]

## First derivation: subtracting the cusp

**The cusp function.** Take \(\phi=\gamma r_{12}\Psi_0\). Since \(A\Psi_0=0\), the product rule leaves
\[ A\phi=-\tfrac{\gamma}{2}\Psi_0\sum_i\nabla_i^2r_{12}-\gamma\sum_i\nabla_ir_{12}\cdot\nabla_i\Psi_0 . \]
Here \(\nabla_i^2r_{12}=2/r_{12}\) with no delta function, \(\nabla_1r_{12}=-\nabla_2r_{12}=\hat{\mathbf r}_{12}\), and \(\nabla_i\Psi_0=-\hat{\mathbf r}_i\Psi_0\). Hence \(A\phi=2\gamma(-1/r_{12}+U)\Psi_0\) with \(U=\tfrac12\hat{\mathbf r}_{12}\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\). The singular source \(-\Psi_0/r_{12}\) is matched when \(\gamma=\tfrac12\), the singlet cusp slope, and this value is used from now on. Expanding the dot product and using \(2r_1r_2(1-\cos\theta)=r_{12}^2-(r_1-r_2)^2\),
\[ U=\frac{(r_1+r_2)(1-\cos\theta)}{2r_{12}}=\frac{r_1+r_2}{4r_1r_2}\Big[r_{12}-\frac{(r_1-r_2)^2}{r_{12}}\Big]. \]
Because \(|\hat{\mathbf r}_1-\hat{\mathbf r}_2|\) is at most 2 and at most \(r_{12}/\sqrt{r_1r_2}\), \(U\) is bounded by 1 and vanishes linearly at coalescence away from the nucleus.

**Exact split.** Let \(r_{12}=\sum w_lP_l\), \(U=\sum U_lP_l\), and \(\psi_l=\phi_l+\chi_l\) with \(\phi_l=\tfrac12w_lP_l\Psi_0\). Projecting on \(l\ge1\) gives \(A\phi_l=(-v_l+U_l)P_l\Psi_0\), and subtraction gives \(A\chi_l=-g_l\) with \(g_l=U_lP_l\Psi_0\). In \(\langle v_lP_l\Psi_0|\chi_l\rangle\) replace \(v_lP_l\Psi_0\) by \(-A\phi_l+g_l\) and move the Hermitian \(A\) onto \(\chi_l\): the first piece becomes \(\langle\phi_l|g_l\rangle\) and the second \(-\langle g_l|A^{-1}|g_l\rangle\). Thus
\[ E_l=a_l+b_l-c_l,\quad a_l=(v_l,\tfrac12w_l)_l,\quad b_l=(\tfrac12w_l,U_l)_l,\quad c_l=\langle g_l|A^{-1}|g_l\rangle . \]

**Legendre coefficients.** Write \(r_{12}=(r_1^2+r_2^2-2r_1r_2\cos\theta)\sum v_kP_k\). The recurrence \(xP_k=[(k+1)P_{k+1}+kP_{k-1}]/(2k+1)\) makes the \(P_l\) coefficient of \(\cos\theta\sum v_kP_k\) equal to \(\frac{l}{2l-1}v_{l-1}+\frac{l+1}{2l+3}v_{l+1}\). Therefore
\[ \frac{w_l}{r}=t^l\Big(1-\frac{2l}{2l-1}\Big)+t^{l+2}\Big(1-\frac{2l+2}{2l+3}\Big)=t^{l+1}\Big[\frac{e^{-s}}{2\lambda+2}-\frac{e^{s}}{2\lambda-2}\Big]. \]
Over the common denominator \(2(\lambda^2-1)\) the numerator is \((\lambda-1)e^{-s}-(\lambda+1)e^s=-2(\lambda\sinh s+\cosh s)\), so
\[ w_l=-rt^{l+1}p,\qquad p=\frac{\lambda\sinh s+\cosh s}{\lambda^2-1}. \]
The second form of \(U\) gives \(U_l=\frac{1+t}{4tr}[w_l-r(1-t)^2t^l]\), and \((1-t)^2=4t\sinh^2(s/2)\) turns this into
\[ U_l=-\tfrac14(1+t)t^lq,\qquad q=p+4\sinh^2(s/2). \]

**Radial integrals.** Use \(\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}\) with \(k=2(1+t)\), together with \(t^{2l+1}=e^{-2\lambda s}\) and \(t^2dt/(1+t)^6\to t^3ds/(1+t)^6=ds/[64\cosh^6(s/2)]\). For \(a_l\) the product is \(\tfrac12v_lw_l=-\tfrac12e^{-2\lambda s}p\) and the \(r^5\) integral is \(\frac{15}{8}(1+t)^{-6}\), so the prefactor is \(-\frac{16}{\lambda}\cdot\frac{15}{8}\cdot\frac12\cdot\frac1{64}\). For \(b_l\) the product is \(\tfrac r8(1+t)e^{-2\lambda s}pq\) and the \(r^6\) integral is \(\frac{45}{8}(1+t)^{-7}\), so the prefactor is \(\frac{16}{\lambda}\cdot\frac{45}8\cdot\frac18\cdot\frac1{64}\). With \(S=\operatorname{sech}^6(s/2)\),
\[ a_l=-\frac{15}{64\lambda}\int_0^\infty\!Se^{-2\lambda s}p\,ds,\qquad b_l=\frac{45}{256\lambda}\int_0^\infty\!Se^{-2\lambda s}pq\,ds . \]

**Bound on the remainder.** In block \(l\), \(A\) is the non-negative radial kinetic energy plus, for each electron,
\[ \frac{l(l+1)}{2r_i^2}-\frac1{r_i}+\frac12=\frac{l(l+1)-1}{2r_i^2}+\frac12\Big(\frac1{r_i}-1\Big)^2 , \]
where the two halves make up \(-E^{(0)}=1\). As \(l(l+1)=\lambda^2-\tfrac14\), \(A\ge W=\tfrac12(\lambda^2-\tfrac54)(r_1^{-2}+r_2^{-2})>0\) for \(l\ge1\). Since \(W\) tends to zero at large distances, invertibility needs a constant bound as well. The left side above is \(\frac12[l(l+1)r_i^{-2}-2r_i^{-1}+1]\), whose minimum over \(r_i\) is \(\frac12[1-\frac1{l(l+1)}]\ge\frac14\). The two electrons together give \(A\ge\frac12\), so \(A\) is invertible there and \(c_l\ge0\). Completing the square shows \(\langle g|A^{-1}|g\rangle=\max_\psi[2\langle\psi|g\rangle-\langle\psi|A|\psi\rangle]\), and replacing \(A\) by the smaller \(W\) cannot lower the maximum. Hence \(c_l\le\bar c_l=(U_l,W^{-1}U_l)_l\). Insert \(W^{-1}=2r^2t^2/[(\lambda^2-\frac54)(1+t^2)]\), \(U_l^2=\frac1{16}(1+t)^2t^{2l}q^2\), the \(r^7\) integral \(\frac{315}{16}(1+t)^{-8}\), and \(t/(1+t^2)=1/(2\cosh s)\). The numerical factor is \(16\cdot\frac{315}{16}\cdot\frac2{16}\cdot\frac12\cdot\frac1{64}\):
\[ \bar c_l=\frac{315}{1024\,\lambda(\lambda^2-\frac54)}\int_0^\infty\!Se^{-2\lambda s}\frac{q^2}{\cosh s}\,ds,\qquad a_l+b_l-\bar c_l\le E_l\le a_l+b_l . \]

**Large \(\lambda\).** Each integral is a sum of rational functions of \(\lambda\) times Laplace transforms of functions analytic at \(s=0\), so Watson's lemma permits termwise expansion. Put \(s=u/\lambda\) and use \(\int_0^\infty u^ne^{-2u}du=n!/2^{n+1}=\frac12,\frac14,\frac14,\frac38,\frac34\) for \(n=0,\dots,4\). The factors \(S\), \(p\), \(q\) and \(\cosh s\) are even in \(1/\lambda\) at fixed \(u\), so \(a_l\) and \(b_l\) contain no odd powers. The expansions are
\[ S=1-\frac{3u^2}{4\lambda^2}+\dots,\quad p=\frac1{\lambda^2}\Big[1+u+\frac{1+u+\frac{u^2}2+\frac{u^3}6}{\lambda^2}+\dots\Big],\quad q=\frac{1+u+u^2}{\lambda^2}+\dots \]
In \(a_l\) the leading integral is \(\int e^{-2u}(1+u)\,du=\frac34\). The next is \(\frac34+\frac18+\frac1{16}-\frac34(\frac14+\frac38)=\frac{15}{32}\). In \(b_l\), \((1+u)(1+u+u^2)=1+2u+2u^2+u^3\) integrates to \(\frac12+\frac12+\frac12+\frac38=\frac{15}8\). In \(\bar c_l\), \((1+u+u^2)^2=1+2u+3u^2+2u^3+u^4\) integrates to \(\frac12+\frac12+\frac34+\frac34+\frac34=\frac{13}4\). With \(ds=du/\lambda\),
\[ a_l=-\frac{45}{256}\lambda^{-4}-\frac{225}{2048}\lambda^{-6}+O(\lambda^{-8}),\quad b_l=\frac{675}{2048}\lambda^{-6}+O(\lambda^{-8}),\quad\bar c_l\sim\frac{4095}{4096}\lambda^{-8}. \]
Since \(675-225=450\) and \(450/2048=225/1024\), and \(0\le c_l\le\bar c_l\), the law is proved. The \(\lambda^{-4}\) term comes wholly from \(a_l\), the overlap of the repulsion with the cusp function. The \(\lambda^{-8}\) coefficient is bounded by this argument, not determined.

## Second derivation: a boundary layer at \(r_1=r_2\)

This route does not insert \(r_{12}\); it solves the radial equation at large \(l\) by dominant balance. Since \(A\Psi_0=0\) and \(\nabla_i\Psi_0=-\hat{\mathbf r}_i\Psi_0\), \(A(F\Psi_0)=\Psi_0\sum_i(-\tfrac12\nabla_i^2+\partial_i)F\) with \(\partial_i=\partial/\partial r_i\). For \(F=F_lP_l\),
\[ \sum_i\Big[-\tfrac12\partial_i^2-\frac1{r_i}\partial_i+\partial_i+\frac{\lambda^2-\frac14}{2r_i^2}\Big]F_l=-v_l . \]
Let \(R=\tfrac12(r_1+r_2)\) and \(x=r_1-r_2\), so \(\partial_{1,2}=\pm\partial_x+\tfrac12\partial_R\). Then \(\sum\partial_i^2=2\partial_x^2+\tfrac12\partial_R^2\), \(\sum\partial_i=\partial_R\), and \(\sum r_i^{-1}\partial_i=(R\partial_R-x\partial_x)/(r_1r_2)\).

The source can be written \(v_l=(r_1r_2)^{-1/2}t^{\,l+1/2}=(r_1r_2)^{-1/2}e^{-\lambda s}\), which is where \(l+\tfrac12\) enters. Here \(r_1r_2=R^2-x^2/4\) and \(s=2\operatorname{artanh}(|x|/2R)=|x|/R+O(x^3/R^3)\). The source is confined to \(|x|\sim R/\lambda\). With \(u=\lambda|x|/R\) held fixed, \(v_l=R^{-1}e^{-u}[1+O(\lambda^{-2})]\), because both \(x^2/R^2\) and \(\lambda|x|^3/R^3\) are of order \(\lambda^{-2}\).

Assume \(F_l\) varies on the scale \(R/\lambda\) across the layer and on the scale \(R\) along it. The terms \(-\partial_x^2F_l\) and \(\lambda^2F_l/R^2\) are then of order \(\lambda^2F_l/R^2\). The terms \(\partial_R^2\), \((R\partial_R-x\partial_x)/r_1r_2\), the \(-\tfrac14\), and the \(x^2\) correction to the centrifugal term are of order \(F_l/R^2\), and \(\partial_R\) is of order \(F_l/R\). Their relative sizes are \(\lambda^{-2}\) and \(R\lambda^{-2}\), with nothing of relative order \(\lambda^{-1}\). The leading equation is
\[ \frac{\lambda^2}{R^2}\big(-F_l''+F_l\big)=-\frac{e^{-u}}{R}, \]
primes denoting \(d/du\). \(F_l\) is even in \(x\) and the source has no delta function, so \(F_l'(0)=0\); it must also decay. Since \([(1+u)e^{-u}]'=-ue^{-u}\) and \([(1+u)e^{-u}]''=(u-1)e^{-u}\), the operator acting on \((1+u)e^{-u}\) gives \(2e^{-u}\), and the slope vanishes at \(u=0\). A decaying homogeneous term \(e^{-u}\) would spoil that condition, so
\[ F_l\simeq-\frac{R}{2\lambda^2}(1+u)e^{-u}. \]
This is the leading form of \(\tfrac12w_l=-\tfrac12rt^{l+1}p\): at high \(l\) the solution reproduces the partial waves of \(\tfrac12r_{12}\), and the slope \(\tfrac12\) is an output.

For the energy, inside the layer \(r_1^2r_2^2e^{-2(r_1+r_2)}=R^4e^{-4R}[1+O(\lambda^{-2})]\), \(dr_1dr_2=dR\,dx\), and \(dx=R\,du/\lambda\) on each side. The prefactor \(16/2\lambda\) doubles for the two sides:
\[ E_l\simeq\frac{16}\lambda\int_0^\infty\!R^4e^{-4R}\,\frac R\lambda\cdot\frac1R\cdot\Big(-\frac R{2\lambda^2}\Big)dR\int_0^\infty\!e^{-2u}(1+u)\,du=-\frac{6}{\lambda^4}\int_0^\infty\!R^5e^{-4R}dR . \]
The last integral is \(120/4096\), and \(720/4096=45/256\). Since \(e^{-4R}=\pi^2|\Psi_0(R,R)|^2\), the coefficient reads
\[ \lambda^4E_l\to-6\pi^2\int_0^\infty R^5|\Psi_0(R,R)|^2dR . \]
The tail of the expansion is set by the pair density at \(r_1=r_2\), weighted by \(R^5\). The integrand peaks at \(R=\tfrac54\), which is 0.331 Å for helium, so the missing energy comes from the body of the atom. The dropped term \(R\lambda^{-2}\) is not small for \(R\gtrsim\lambda^2\), and replacing \(e^{-\lambda s}\) by \(e^{-u}\) fails for \(u\gtrsim\lambda^{2/3}\), where \(\lambda s-u\simeq u^3/(12\lambda^2)\) is no longer small; these regions carry weights \(e^{-4R}\) and \(e^{-2u}\), and neglecting them is an assumption of this route.

The same local operator gives the first correction on the diagonal. With \(\chi_l=G_lP_l\Psi_0\) and \(U_l\simeq-e^{-u}(1+u+u^2)/2\lambda^2\), the equation is \((\lambda^2/R^2)(-G_l''+G_l)=-U_l\). The Green function \(\tfrac12e^{-|u-u'|}\) on the whole line, with an even source, gives \(G_l(0)=\frac{R^2}{2\lambda^4}\int_0^\infty e^{-2u}(1+u+u^2)du=\frac{R^2}{2\lambda^4}\). Dividing by \(\tfrac12w_l\simeq-R/2\lambda^2\), \(F_l/(\tfrac12w_l)-1\simeq-R/\lambda^2\). At \(R=1\) this is \(-1/12.5^2=-6.400\times10^{-3}\) for \(l=12\) and \(-1/24.5^2=-1.666\times10^{-3}\) for \(l=24\); the variational solution gives \(-6.399\times10^{-3}\) and \(-1.666\times10^{-3}\).

## The inverse-cube formula

Let \(X=L+1\). Integrating the Taylor series of \(f\) over the unit interval centred on \(\lambda\) gives \(f(\lambda)=\int_{\lambda-1/2}^{\lambda+1/2}f-f''(\lambda)/24+O(f'''')\). The intervals for \(l>L\) tile \([X,\infty)\), and \(\sum f''=-f'(X)+O(f''')\), so \(\sum_{l>L}f=\int_X^\infty f+f'(X)/24+O(f''')\). This yields \(\sum\lambda^{-4}=\frac13X^{-3}-\frac16X^{-5}+O(X^{-7})\) and \(\sum\lambda^{-6}=\frac15X^{-5}+O(X^{-7})\), and the \(O(\lambda^{-8})\) remainder sums to \(O(X^{-7})\). The \(X^{-5}\) coefficient is \(\frac{45}{256\cdot6}+\frac{225}{1024\cdot5}=\frac{30+45}{1024}\). Thus
\[ E^{(2)}(L)=E^{(2)}+\alpha X^{-3}-\beta X^{-5}+O(X^{-7}),\qquad\alpha=\frac{15}{256},\quad\beta=\frac{75}{1024}. \]
In electronvolts the increment coefficient \(45/256\) hartree is 4.78325 eV, \(\alpha\) is 1.59442 eV and \(\beta\) is 1.99302 eV. The one-point estimate \(E^{(2)}(L)-\alpha X^{-3}\) has error \(-\beta X^{-5}\) to leading order, errors being estimate minus \(E^{(2)}\).

When \(\alpha\) is treated as unknown, two successive truncations eliminate it:
\[ E_{\rm ext}=\frac{X^3E^{(2)}(L)-(X-1)^3E^{(2)}(L-1)}{X^3-(X-1)^3}=E^{(2)}(L)+\frac{(X-1)^3E_L}{X^3-(X-1)^3}. \]
With \(m=L+\tfrac12\), \(X^3-(X-1)^3=3m^2+\tfrac14\) and \(X^{-2}-(X-1)^{-2}=-2m/(m^2-\tfrac14)^2\). The \(\alpha\) terms cancel in the numerator and the \(\beta\) terms leave \(2\beta m/[(m^2-\frac14)^2(3m^2+\frac14)]\). The second form shows that the remainders contribute \(O(m^{-7})\), since the \(O(m^{-8})\) remainder of \(E_L\) is multiplied by a factor of order \(m\). The error is \(\frac23\beta m^{-5}+O(m^{-7})=\frac{25}{512}m^{-5}+O(m^{-7})\).

If \(L\) is used in place of \(X\) in the weights, the \(\alpha\) terms leave \(\alpha[h(L)-h(L-1)]/(3n^2+\frac14)\) with \(h(y)=y^3/(y+1)^3\) and \(n=L-\tfrac12\). The difference is \(h'(n)=3n^2/(n+1)^4\) to leading order, so the error is \(\alpha m^{-4}+O(m^{-5})\), one power worse.

## What each derivation assumes

The first derivation needs the cusp function as input, the closed-form Legendre coefficients of \(r_{12}\) and \(U\), and the inequality \(A\ge W\), which uses \(E^{(0)}=-1\) and \(l\ge1\). It assumes nothing about the shape of \(\Psi_1\). It returns two coefficients, a proved \(O(\lambda^{-8})\) remainder, and two-sided bounds at each \(l\ge1\), and with them both terms of the tail and the extrapolation errors.

The second needs no knowledge of the cusp, and it shows why \(\lambda\) is the variable and where in space the energy sits. It assumes a separation of scales and the irrelevance of the regions where that separation fails, so it is formal. As carried out here it gives \(45/256\), an order estimate that excludes \(\lambda^{-5}\), and hence \(\alpha\) and the variable \(L+1\), but not \(\beta\). Because the layer sees \(\Psi_0\) through its diagonal value alone, the formal coefficient vanishes for an unperturbed state antisymmetric in \(r_1,r_2\), where the \(\lambda^{-4}\) law therefore does not apply; that case is neither derived further nor tested here.

Both routes treat \(E^{(2)}\) alone. The terms of order \(1/Z\) and beyond, and with them the increments of a full configuration-interaction energy, are outside the result. For helium the difference is large. A radially complete full configuration-interaction energy truncated at \(L=4\) lies 5.6 meV above the exact nonrelativistic energy, not 12.2 meV, so the value \(\alpha=15/256\) must not be applied to it. The two-point formula with \(\alpha\) free leaves \(-0.04\) meV there in \(L+1\) and \(+1.7\) meV in \(L\). Both require radial completeness in each partial wave: a sum over states with 30 Laguerre-type orbitals gives \(E_2=-106.107\) meV against the converged \(-106.291\) meV, a shortfall of 0.184 meV inside \(l=2\) itself, for which the tail formula contains no correction because it represents only the waves with \(l>L\).

## Helium at second order

The increments were computed by linear variation of the Hylleraas functional in a basis of functions of \(r_1+r_2\) and \(t\), with no cusp imposed, and the limit independently in an explicitly correlated basis: \(E^{(2)}=-4.290322\) eV \(=-0.15766643\) hartree. The numerical check below asserts the two-sided bound for \(l=1\) to 24, both coefficients against a free fit, the smallness of a fitted \(\lambda^{-5}\) term, the two-term tail and both extrapolation errors.

| \(l\) | \(E_l\) (meV) | one term | two terms |
|---|---|---|---|
| 1 | −720.97 | −944.84 | −419.93 |
| 2 | −106.291 | −122.451 | −97.961 |
| 4 | −11.0505 | −11.6647 | −10.9446 |
| 10 | −0.389202 | −0.393519 | −0.389058 |
| 24 | −0.0132483 | −0.0132757 | −0.0132481 |

The law is asymptotic. At \(l=1\) the second term makes the estimate worse, 301 meV off \(E_1\) instead of 224 meV, and the bounds are uninformative there, with \(a_1+b_1=-1503.9+1849.9\) meV positive. At \(l=4\) the bounds confine \(E_4\) between \(-12.0561+1.1378=-10.9183\) meV and 0.1582 meV below that. The ratio of \(E_l\) to the one-term law rises from 0.763 at \(l=1\) to 0.998 at \(l=24\). The fit gives about \(-0.8\) hartree for the \(\lambda^{-8}\) coefficient, a fitted number whose sign agrees with \(E_l\) lying below the two-term law in every row.

With \(E_0=-3410.5073\) meV and \(E_3=-29.3265\) meV, \(E^{(2)}(3)=-3410.5073-720.9701-106.2913-29.3265=-4267.095\) meV, and adding \(E_4\) gives \(E^{(2)}(4)=-4278.146\) meV, which is 12.176 meV above the limit. For \(L=4\), \(X=5\):

- One point, one term: \(1594.42/125=12.755\) meV, giving \(-4290.901\) meV, error \(-0.579\) meV.
- One point, two terms: adding \(1993.02/3125=0.638\) meV gives \(-4290.263\) meV, error \(+0.059\) meV.
- Two points in \(L+1\): \(-4278.146-\frac{64}{61}(11.0505)=-4289.740\) meV, error \(+0.582\) meV against a leading prediction of 0.720 meV.
- Two points in \(L\): \(-4278.146-\frac{27}{37}(11.0505)=-4286.210\) meV, error \(+4.11\) meV against a leading prediction of 3.89 meV.

The two-point prediction overshoots the actual error by about a quarter at \(L=4\); the ratio of actual to predicted error is 0.957 at \(L=10\). Without extrapolation, 1 meV requires \(L+1\ge(1594.42)^{1/3}=11.68\) at leading order, so \(L=11\), where the computed error is 0.915 meV. The helium energy through second order is \(-108.8455+34.0142-4.2903=-79.1216\) eV, or \(-2.907666\) hartree. This is 107 meV below the exact nonrelativistic energy, \(-2.903724\) hartree; the omitted higher orders in \(1/Z\) outweigh the truncation errors at \(L=3\) and beyond.

## Numbers as computed

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom, E1 quadrature = 0.6250000000 hartree
series (hartree): a4 = -45/256, a6 = -225/2048, b6 = 675/2048, a6+b6 = 225/1024, cbar8 = 4095/4096
tail coefficients (hartree): X^-3: -15/256, X^-5: 75/1024, two-point error: 25/512
lam^-4 coefficient = -0.17578125 hartree = -4.78325 eV
lam^-6 coefficient = 5.97906 eV; X^-3: -1.59442 eV; X^-5: 1.99302 eV
free fit l=12..24 (hartree): c4 = -0.1757812, c6 = 0.21972, c8 = -0.823
fit with odd term (hartree): lam^-5 coefficient = 2.4e-06
F_l(1,1)/(w_l/2) - 1: l=12: -6.399e-03, l=24: -1.666e-03
sum over states, 30 orbitals: E_1 = -720.851 meV, E_2 = -106.107 meV
E_0 = -3410.5073 meV
l, E_l, one-term law, two-term law (meV), E_l/one-term
 1 -720.97 -944.84 -419.929 0.76306
 2 -106.291 -122.451 -97.961 0.86803
 3 -29.3265 -31.8751 -28.6225 0.92005
 4 -11.0505 -11.6647 -10.9446 0.94735
 5 -5.03398 -5.22724 -5.01124 0.96303
 6 -2.60656 -2.6796 -2.60032 0.97274
10 -0.389202 -0.393519 -0.389058 0.98903
16 -0.0642415 -0.0645338 -0.0642375 0.99547
24 -0.0132483 -0.0132757 -0.0132481 0.99793
l, a_l, b_l, c_l = a+b-E_l, cbar_l (meV)
 1 -1503.87 1849.9 1067 3133
 2 -138.349 45.176 13.12 19.71
 4 -12.0561 1.1378 0.1322 0.1582
10 -0.395786 0.0067508 0.0001676 0.0001823
24 -0.0132896 4.1534e-05 1.961e-07 2.091e-07
E2 explicit basis = -4.2903221 eV = -0.157666429 hartree
E2(24) + two-term tail = -4.2903221 eV
E2(3) = -4.267095 eV, E2(4) = -4.278146 eV
L=4 truncation error = 12.1764 meV, predicted one-term 12.7553 meV
L=4 one-point X^-3: -4.290901 eV, error -0.5789 meV
L=4 one-point two-term: -4.290263 eV, error 0.0588 meV
L=4 two-point X=L+1: -4.289740 eV, error 0.5824 meV
L=4 two-point X=L: -4.286210 eV, error 4.1125 meV
predicted errors L=4: X=L+1 0.7200 meV, X=L 3.8882 meV
actual/predicted error: X=L+1 at L=10: 0.9569, X=L at L=24: 1.0302
1 meV needs L+1 >= 11.68; L = 11, error 0.9148 meV
He: Z^2 E0 = -108.8455 eV, Z E1 = 34.0142 eV
He through second order = -79.1216 eV = -2.907666 hartree
peak of r^5 |Psi0(r,r)|^2 for Z=2 at r = 0.3307 angstrom
```
